# Why hydraulic diameter does not fix free-molecular conductance

## A factor of two at equal hydraulic diameter

A slot 100 nm high and 5 µm wide has the same hydraulic diameter, 196 nm, as a circular tube of that diameter. Let both be 100 µm long and carry the same dilute gas at 500 K. Per unit open area, and with end effects neglected, the slot has a conductance of 0.416 m/s and the tube 0.213 m/s. The ratio is 1.96, although length, temperature, gas and hydraulic diameter all agree.

The hydraulic diameter is $D_h=4A/P$, where $A$ is the open area and $P$ the perimeter of the section. The volumetric conductance $C$ is defined by $\dot N=C\,\Delta n$, where $\dot N$ is the molecular current and $\Delta n$ the difference in number density between the ends. Since $C$ also depends on $A$ and on the length $L$, a fair test of $D_h$ compares $C/A$ at equal $L$.

The model is a straight duct with a uniform convex section, much longer than it is wide. Molecules collide with the walls and not with each other. Every wall collision ends in diffuse (cosine) re-emission at one common temperature, and the flow is steady, without net adsorption or reaction. In deposition or etching this describes a species passing walls that do not consume it, not the advance of a reacting front.

## First contribution: what a flight carries

Let $n(z)$ be the density of an equilibrium gas that would strike the wall at the rate at which the wall at axial position $z$ emits. Diffuse emission then fills each outgoing ray with the flux $n\bar v/(4\pi)$ per unit solid angle and unit area normal to the ray. Here $\bar v=\sqrt{8kT/(\pi m)}$ is the mean speed. Without gas collisions this value is unchanged along the ray.

Far from the ends, try $n(z)=n_0+n'z$, uniform around the perimeter. A wall point at $z$ receives molecules from points at $z+\zeta$. For every ray with offset $\zeta$ there is a mirror ray with offset $-\zeta$ and equal weight, so the mean offset vanishes. The point therefore receives what a gas of density $n(z)$ would deliver, which is what it emits. The linear profile satisfies the wall balance for any section shape.

Now count molecules crossing a section at $z$. Let $\theta$ be the angle between a molecule's velocity and the duct axis, and $\phi$ the direction of its motion within the section. Traced back to the wall, it covers an in-plane distance $\rho$ and an axial distance $\rho\cot\theta$. Its source density is $n(z)-n'\rho\cot\theta$, and

$$\dot N=\frac{\bar v}{4\pi}\int dA\int_0^{2\pi}d\phi\int_0^\pi d\theta\,\sin\theta\cos\theta\,\bigl[n(z)-n'\rho\cot\theta\bigr].$$

The first term vanishes because $\int_0^\pi\sin\theta\cos\theta\,d\theta=0$. In the second, $\sin\theta\cos\theta\cot\theta=\cos^2\theta$, whose integral is $\pi/2$. Hence

$$\dot N=-\frac{n'\bar v}{8}\int dA\int_0^{2\pi}\rho\,d\phi .$$

If the end layers are negligible, $n'=-\Delta n/L$, and

$$C=\frac{\bar v}{8L}\int dA\int_0^{2\pi}\rho\,d\phi .$$

The shape of the section enters through the distance to the wall, seen from every point in every direction.

## Second contribution: the mean chord

Fix $\phi$ and cut the section into strips of width $dp$ parallel to that direction. A strip is a chord of length $\ell$, and along it $\int_0^\ell\rho\,d\rho=\ell^2/2$. Directions $\phi$ and $\phi+\pi$ describe the same lines, so the range $0$ to $2\pi$ counts each line twice and cancels the factor $1/2$:

$$C=\frac{\bar v I}{8L},\qquad I=\int_0^\pi d\phi\int \ell^2\,dp .$$

The chord enters squared for two reasons: a longer chord contains more crossing points, and those points lie farther, on average, from the wall.

To turn $I$ into an average, the total measure of lines is needed. At fixed $\phi$, a boundary element $ds$ covers a width $|\cos\beta|\,ds$ in $p$, where $\beta$ is the angle between the element and the $p$ axis. Each line crosses a convex boundary twice, and $\int_0^\pi|\cos\beta|\,d\phi=2$. Therefore

$$\int_0^\pi d\phi\int dp=\tfrac12\oint 2\,ds=P .$$

The strips at fixed $\phi$ fill the section, so $\int\ell\,dp=A$, and the integral of $\ell$ over all lines is $\pi A$. The mean chord is

$$\langle\ell\rangle=\frac{\pi A}{P}=\frac{\pi D_h}{4}.$$

This is the information held in the hydraulic diameter. Slot and tube share it: both have a mean chord of 154 nm.

## Third contribution: the chord variance

Since $I=P\langle\ell^2\rangle$, write $\langle\ell^2\rangle=\langle\ell\rangle^2(1+\kappa)$, where $\kappa$ is the variance divided by the squared mean. With $P=4A/D_h$,

$$C=\frac{\bar v}{8L}\,\frac{4A}{D_h}\,\frac{\pi^2D_h^2}{16}(1+\kappa)=\frac{\pi^2}{32}\,\frac{\bar vAD_h}{L}\,(1+\kappa).$$

For a circle of diameter $D=2R$, a line at distance $p$ from the centre has $\ell=2\sqrt{R^2-p^2}$, with $p$ uniform between $-R$ and $R$. Thus

$$\langle\ell^2\rangle=\frac1{2R}\int_{-R}^{R}4(R^2-p^2)\,dp=\frac{8R^2}{3}=\frac{2D^2}{3}.$$

Dividing by $(\pi D/4)^2$ gives $1+\kappa=32/(3\pi^2)=1.081$, and $C=\bar vAD/(3L)$. The hydraulic rule $C_h=\bar vAD_h/(3L)$ replaces $D$ by $D_h$, and so assigns the circle's relative chord variance to every shape. The true ratio is

$$\frac{C}{C_h}=\frac{3\pi^2}{32}(1+\kappa).$$

Because $\kappa\ge0$, it cannot fall below $3\pi^2/32=0.925$ for a convex section. This is a bound, with no claim that a section attains it.

The contributions of the mean chord and of the chord variance to $C/A$ can now be weighed. With $\bar v=325.4$ m/s, the part common to slot and tube is

$$\frac{\pi^2}{32}\,\frac{\bar vD_h}{L}=0.3084\times325.4\times\frac{0.1961}{100}\ \text{m/s}=0.197\ \text{m/s}.$$

The tube has $\kappa=0.081$, which adds 0.016 m/s. The slot has $\kappa=1.113$, which adds 0.219 m/s. In the slot, the variance contributes more than the mean chord does.

## The slot's variance, derived

Take a rectangle of sides $a\ge b$, with $\phi$ measured from the long side, $c=\cos\phi$ and $s=\sin\phi$. By symmetry it suffices to treat $0<\phi<\pi/2$ and double the result.

The four corners lie at $p=\pm(as\pm bc)/2$. Between successive corners $\ell$ varies linearly, and between the inner two it is constant because the chord ends on parallel sides. The profile is thus a trapezoid. Let $M$ and $m$ be the larger and smaller of $as$ and $bc$. The plateau has width $M-m$ and each ramp has width $m$. The area under the profile is $ab$, so the plateau height is $H=ab/M$. On a ramp the mean of $\ell^2$ is $H^2/3$, hence

$$\int\ell^2dp=H^2\left(M-m+\frac{2m}{3}\right)=a^2b^2\left(\frac1M-\frac{m}{3M^2}\right).$$

Let $d=\sqrt{a^2+b^2}$, and let $\phi_d$ be the diagonal's angle, $\tan\phi_d=b/a$. Below $\phi_d$, $M=bc$ and $m=as$; above it, they are exchanged:

$$\frac I2=\int_0^{\phi_d}\left(\frac{a^2b}{c}-\frac{a^3s}{3c^2}\right)d\phi+\int_{\phi_d}^{\pi/2}\left(\frac{ab^2}{s}-\frac{b^3c}{3s^2}\right)d\phi .$$

The four elementary integrals are, in order of appearance, $\operatorname{arsinh}(b/a)$ for $1/c$, $d/a-1$ for $s/c^2$, $\operatorname{arsinh}(a/b)$ for $1/s$, and $d/b-1$ for $c/s^2$. Using $a^2d+b^2d=d^3$,

$$I=2a^2b\,\operatorname{arsinh}\frac ba+2ab^2\operatorname{arsinh}\frac ab+\frac23\left(a^3+b^3-d^3\right).$$

For $a\gg b$ the first term tends to $2ab^2$ and the second to $2ab^2\ln(2a/b)$. Since $d^3\simeq a^3+\tfrac32ab^2$, the third tends to $-ab^2$. The leftover $2b^3/3$ is smaller by order $b/a$. Therefore

$$I\simeq2ab^2\left[\ln\frac{2a}{b}+\frac12\right].$$

In the same limit $D_h\to2b$ and $C_h\to2\bar vab^2/(3L)$, so

$$\frac{C}{C_h}\to\frac38\left[\ln\frac{2a}{b}+\frac12\right]\qquad(L\gg a\gg b).$$

This grows without bound while $D_h$ settles at $2b$. The full formula gives 1.11 for a square, 1.46 at $a/b=10$, 2.20 at 100 and 3.04 at 1000. At $a/b=50$ the limit gives 1.91 against the full 1.96. Most of that 2% gap comes from replacing $D_h=2ab/(a+b)$ by $2b$.

## Which chords carry the excess

Ignore the short sides of a wide slot. Lines at angle $\phi$ that cross both plates have $\ell=b/\sin\phi$ and occupy a width $a\sin\phi$ in $p$. Counting $\phi$ and $\pi-\phi$ gives the measure $2a\sin\phi\,d\phi$. Here $\sin\phi=b/\ell$ and $|d\phi|=b\,d\ell/(\ell^2\sqrt{1-b^2/\ell^2})$. Division by $P\simeq2a$ yields the chord density

$$f(\ell)=\frac{b^2}{\ell^3\sqrt{1-b^2/\ell^2}} .$$

For $b\ll\ell\ll a$, $\ell^2f\,d\ell\simeq b^2\,d\ell/\ell$: equal logarithmic intervals of length contribute equally to $\langle\ell^2\rangle$. This is the origin of the logarithm.

The fraction of chords longer than $5b$ is $1-\sqrt{1-1/25}=0.0202$ in this approximation. Line quadrature over the finite slot gives 0.0198. These 2% of the chords supply 55% of $\langle\ell^2\rangle$. They belong to flights nearly parallel to the plates, which carry the density of a distant source before the wall erases it.

## The example in numbers

The gas is a model precursor with molar mass 100 g/mol and collision diameter $\delta=0.6$ nm, at $p_0=10$ Pa. Its mean free path, $kT/(\sqrt2\pi \delta^2p_0)$, is 432 µm. Comparing this with the 100 nm gap would not be enough, since the important chords extend towards the 5 µm width. The mean free path is 86 times that width and about four times the channel length.

For the slot, $A=0.500$ µm² and $P=10.2$ µm, so $D_h=4(0.500)/10.2=0.196$ µm. The rectangle formula gives $I=0.511$ µm³, and

$$C=\frac{325.4\times0.511\times10^{-18}}{8\times10^{-4}}\ \text{m}^3/\text{s}=2.08\times10^{-13}\ \text{m}^3/\text{s}.$$

The hydraulic rule gives $1.06\times10^{-13}$ m³/s. With vacuum at the far end, $\Delta n=p_0/(kT)$, and the currents are $3.01\times10^8$ and $1.54\times10^8$ molecules per second.

These are long-duct values. The transmission probability, $W=C/(\bar vA/4)$, is 0.0051, so $1/W$ is about 196. An end resistance adds to $1/W$. In simulated slots with $a/b=8$, described below, the addition was between 2 and 3. That amount cannot be carried over to $a/b=50$, because the important chords extend towards the width and the end layers grow with it. A wall balance for the finite duct, with emission taken as uniform around the perimeter, gives an addition of about 7 here. It lowers the slot's current by about 3.5%.

## Would area and perimeter together suffice?

An ellipse can match the slot in both $A$ and $P$. Let its semi-axes be $u>v$ and its half-width in $p$ be $h=\sqrt{u^2s^2+v^2c^2}$. An ellipse is a stretched circle, so $\ell=\ell_0\sqrt{1-p^2/h^2}$. The area condition $\pi\ell_0h/2=\pi uv$ gives $\ell_0=2uv/h$. Then $\int\ell^2dp=\tfrac43h\ell_0^2=16u^2v^2/(3h)$, and

$$I=\frac{16u^2v^2}{3}\int_0^\pi\frac{d\phi}{\sqrt{u^2s^2+v^2c^2}} .$$

Matching requires $u=2.55$ µm and $v=62.5$ nm. The conductance is $2.20\times10^{-13}$ m³/s, or 5.7% above the slot's. Even $A$, $P$ and $L$ together leave $C$ undetermined, though for this pair the remaining spread is far smaller than the error of the hydraulic rule.

## A different limit: width beyond length

The unbounded logarithm requires $L\gg a$. If instead $a\gg L\gg b$, flights longer than about $L$ leave the duct, and their source density no longer changes in proportion to $\rho$. The wide-slot result is $W\simeq(b/L)[\ln(2a/b)+1/2]$. Replacing the cutoff $a$ by a length of order $L$ suggests

$$W\simeq\frac bL\left[\ln\frac Lb+\text{constant}\right].$$

This estimate can be checked from the wall balance for infinitely wide plates. Let $q(x)$ be the probability that a molecule emitted at depth $x$ finally leaves at the far end. Cosine emission projected on the plane normal to the width is $\tfrac12\cos\psi\,d\psi$, with $x'-x=b\tan\psi$. Hence

$$q(x)=\int_0^L\frac{b^2q(x')\,dx'}{2[b^2+(x-x')^2]^{3/2}}+e(L-x),\qquad e(x)=\frac12\left[1-\frac{x}{\sqrt{b^2+x^2}}\right],$$

where $e$ is the chance of flying straight out. If the inlet flux per area is $J$, each plate receives $Je(x)$ directly from the inlet. What the two plates do not receive passes straight through, so

$$W=\sqrt{1+\frac{L^2}{b^2}}-\frac Lb+\frac2b\int_0^Le(x)q(x)\,dx .$$

The numerical solution gives $W=0.0471$ at $L/b=100$ and $0.0271$ at 200. Thus $WL/b$ rises from 4.71 to 5.42, a slope of 1.02 against $\ln(L/b)$, close to the estimated 1. In a long duct the product $WL$ is fixed by the section. Here it still grows with $L$, so no property of the section alone, including its chord variance, determines it.

## An independent check of the transport law

Simulated trajectories with diffuse wall collisions test the conductance without using chord statistics. For a long duct $W=\Lambda/L$ with $\Lambda=I/(2A)$. A constant end resistance cancels in

$$\Lambda=\frac{L_2-L_1}{1/W_2-1/W_1}.$$

For a circular tube, lengths of $10D$ and $20D$ give $\Lambda/D=1.29$, with a sampling error of 1.2%; the formula gives 1.33. For a slot with $a/b=8$, lengths of $40b$ and $80b$ give $\Lambda/b=3.22$, with a sampling error of 1.9%. The chord formula gives 3.31 and the hydraulic rule 2.37.

Both simulated values lie about 3% below the chord formula. For the tube this is nearly three sampling errors. Most of the shortfall arises because the end resistance is not constant. For the tube, emission is uniform around the perimeter by symmetry, so the wall balance for the finite duct is exact. It gives an addition to $1/W$ of 1.65 at $10D$, 1.82 at $20D$ and 2.19 at $80D$, growing roughly as $\ln L$. The two-length formula then yields $\Lambda/D=1.30$ for $10D$ and $20D$ without sampling noise, and about 1.325 for $40D$ and $80D$. In the slot the addition rises from 2.3 at $40b$ to 2.6 at $80b$. The slot result nevertheless exceeds the hydraulic value by 36%, far beyond either effect. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
temperature 500 K; pressure 10 Pa
molar mass 100 g/mol; collision diameter 0.6 nm
slot gap b 100 nm; width a 5.0 um; length L 100 um
mean speed 325.37 m/s; mean free path 432 um
slot area 0.5000 um^2; perimeter 10.20 um
hydraulic diameter = tube diameter 196.08 nm
tube area 0.03020 um^2; slot/tube area 16.558
mean chord, slot and tube 154.00 nm, 154.00 nm
rms chord, slot 223.87 nm
rms chord, tube 160.10 nm
<l^2>/<l>^2, slot 2.1132; circle 1.0808
relative chord variance, slot 1.1132; circle 0.0808
chord integral I, slot 0.51118 um^3
conductance, slot 2.0790e-13 m^3/s
conductance, slot by hydraulic rule 1.0633e-13 m^3/s
conductance, single tube 6.4214e-15 m^3/s
conductance per area, slot 0.4158 m/s; tube 0.2127 m/s
slot/tube conductance per area 1.9553
wide-slot estimate of this ratio 1.9144
transmission, slot 0.00511; tube 0.00261
molecular current into vacuum, slot 3.0116e+08 1/s
same current by hydraulic rule 1.5403e+08 1/s
chords longer than 5 gaps: fraction 0.0198
their share of <l^2> 0.5502; plate-law fraction 0.0202
equal-A,P ellipse: semi-axes 2.5465 um, 62.50 nm
ellipse conductance 2.1983e-13 m^3/s; ellipse/slot 1.0574
a/b = 1: C/C_h = 1.1150
a/b = 10: C/C_h = 1.4556
a/b = 100: C/C_h = 2.1974
a/b = 1000: C/C_h = 3.0410
lower bound on C/C_h for convex sections 0.9253
trajectories: tube 300000, slot 200000
tube L/D = 10, 20: transmission 0.1096, 0.0592
tube lam/D: trajectories 1.288, formula 1.333
tube relative sampling error 1.2 %
slot a/b = 8, L/b = 40, 80: transmission 0.0693, 0.0372
slot lam/b: trajectories 3.219, chord formula 3.314
slot lam/b: hydraulic rule 2.370
slot relative sampling error 1.9 %
infinitely wide slot, L/b = 100, 200: W = 0.04710, 0.02710
slope of W L/b against ln(L/b) 1.0250
```
